# Casimir-Polder Quadrature with a Rational Map and Gauss-Legendre Nodes: verification in Python

```python
"""
Result under test: the Casimir-Polder integral
    C6 = (3/pi) * integral_0^infinity alpha_A(i w) alpha_B(i w) dw
is evaluated with w = w0 (1+t)/(1-t) and n Gauss-Legendre nodes in t.
For alpha_X(i w) = alpha_X w_X^2/(w_X^2+w^2) it converges geometrically to
    C6 = (3/2) alpha_A alpha_B w_A w_B/(w_A+w_B)   (London).
Symbols: w0 = map scale, r = w_X/w0, z = image of the pole i w_X in t,
phi = z + sqrt(z^2-1) with rho = |phi| > 1, relative error =
(exact - quadrature)/exact. For one Lorentzian the error is
-(4/pi) Im[Q_n(z)/P_n(z)], close to -4 Im phi^(-2n-1) for large n.
Hartree atomic units throughout. The NH3 part uses coupled Hartree-Fock.
"""
import math
import numpy as np
import mpmath as mp
from scipy.integrate import quad
from scipy.constants import physical_constants
from pyscf import gto, scf, ao2mo, tdscf

mp.mp.dps = 30


def mapped_rule(n, scale):
    """Frequencies and weights for integration over [0, infinity)."""
    t, w = np.polynomial.legendre.leggauss(n)
    return scale * (1 + t) / (1 - t), w * 2 * scale / (1 - t) ** 2


def single_pole(alpha, pole, freq):
    return alpha * pole**2 / (pole**2 + freq**2)


def london(alpha_a, pole_a, alpha_b, pole_b):
    return 1.5 * alpha_a * alpha_b * pole_a * pole_b / (pole_a + pole_b)


def c6_quadrature(alpha_a, pole_a, alpha_b, pole_b, n, scale):
    freq, weight = mapped_rule(n, scale)
    product = (single_pole(alpha_a, pole_a, freq)
               * single_pole(alpha_b, pole_b, freq))
    return 3 / math.pi * np.sum(weight * product)


def pole_image(r):
    return (1j * r - 1) / (1j * r + 1)


def outer_root(z):
    root = z + np.sqrt(z * z - 1 + 0j)
    return root if abs(root) > 1 else 1 / root


def rho_formula(r):
    return (1 + r + math.sqrt(2 * r)) / math.sqrt(1 + r * r)


def legendre_p(n, x):
    previous, current = mp.mpf(1), x
    if n == 0:
        return previous
    for k in range(1, n):
        previous, current = current, ((2*k + 1)*x*current - k*previous)/(k + 1)
    return current


def error_exact(n, r):
    """Error of one Lorentzian from Legendre functions of both kinds."""
    ratio = mp.mpf(r)
    z = (mp.j * ratio - 1) / (mp.j * ratio + 1)
    q = mp.quad(lambda t: legendre_p(n, t) / (z - t), [-1, 0, 1]) / 2
    return float(-4 / mp.pi * mp.im(q / legendre_p(n, z)))


def error_asymptotic(n, r):
    return -4 * (outer_root(pole_image(r)) ** (-(2 * n + 1))).imag


# ---------------- model pair ----------------
alpha_a, pole_a, alpha_b, pole_b = 10.0, 0.4, 5.0, 0.9
model = (alpha_a, pole_a, alpha_b, pole_b)
best_scale = math.sqrt(pole_a * pole_b)
r_a, r_b = pole_a / best_scale, pole_b / best_scale
c6_london = london(*model)


def model_error(n, scale):
    return 1 - c6_quadrature(*model, n, scale) / c6_london


# closed form against adaptive integration on the original axis
adaptive = quad(lambda w: single_pole(alpha_a, pole_a, w)
                * single_pole(alpha_b, pole_b, w), 0, np.inf,
                epsabs=1e-11, epsrel=1e-11)[0] * 3 / math.pi
assert abs(adaptive / c6_london - 1) < 1e-9

# pole position, ellipse parameter, exact and asymptotic error laws
for r in (r_a, 1.0, 3.0):
    z = pole_image(r)
    assert abs(abs(z) - 1) < 1e-13
    assert abs(abs(outer_root(z)) - rho_formula(r)) < 1e-12
    for n in range(2, 11):
        freq, weight = mapped_rule(n, 1.0)
        observed = 1 - 2 * r / math.pi * np.sum(weight / (r**2 + freq**2))
        assert abs(observed - error_exact(n, r)) < 1e-13
        envelope = 4 * rho_formula(r) ** (-(2 * n + 1))
        # the first neglected term of the large-n form is of relative order 1/n
        assert abs(observed - error_asymptotic(n, r)) < 0.3 * envelope / n

# pair errors: matched scale, unmatched scale, equal frequencies
for n in (4, 6, 9):
    assert abs(model_error(n, best_scale) - error_exact(n, r_a)) < 1e-13
    trial = 1.5
    predicted = (pole_b * error_exact(n, pole_a / trial)
                 - pole_a * error_exact(n, pole_b / trial)) / (pole_b - pole_a)
    assert abs(model_error(n, trial) - predicted) < 1e-12
    equal = 1 - (c6_quadrature(10.0, 0.4, 10.0, 0.4, n, 0.4)
                 / london(10.0, 0.4, 10.0, 0.4))
    assert abs(equal - error_exact(n, 1.0)) < 1e-13

# the smaller ellipse parameter is largest at the geometric-mean scale
scales = np.geomspace(0.1, 3.0, 4001)
smaller_rho = [min(abs(outer_root((1j*p - s)/(1j*p + s)))
                   for p in (pole_a, pole_b)) for s in scales]
scan_optimum = scales[int(np.argmax(smaller_rho))]
assert abs(scan_optimum / best_scale - 1) < 2e-3
for factor in (0.25, 4.0):
    assert (abs(model_error(12, factor * best_scale))
            > 10 * abs(model_error(12, best_scale)))

# node count from the error envelope
target = 1e-6
rho_model = rho_formula(r_a)
nodes_needed = math.ceil((math.log(4/target)/math.log(rho_model) - 1)/2)
for n in range(nodes_needed, nodes_needed + 4):
    assert abs(model_error(n, best_scale)) < target
assert abs(model_error(20, best_scale)) < 1e-13

print(f"Model A: alpha = {alpha_a:.1f} a0^3, pole = {pole_a:.2f} Eh")
print(f"Model B: alpha = {alpha_b:.1f} a0^3, pole = {pole_b:.2f} Eh")
print(f"Geometric-mean scale = {best_scale:.4f} Eh; scan {scan_optimum:.4f} Eh")
print(f"London C6 = {c6_london:.10f} Eh a0^6")
print(f"Adaptive-integral C6 = {adaptive:.10f} Eh a0^6")
print(f"r_A = {r_a:.6f}, r_B = {r_b:.6f}, rho = {rho_model:.6f} (no unit)")
print(f"Envelope reduction per node = {rho_model**2:.4f} (no unit)")
print(f"Phase eta = {np.angle(outer_root(pole_image(r_a))):.6f} rad")
print("Model: n, C6 / Eh a0^6, rel. error, asymptotic error, envelope")
for n in (2, 3, 4, 6, 8, 10, 12):
    value = c6_quadrature(*model, n, best_scale)
    print(f"{n:3d} {value:.10f} {model_error(n, best_scale): .3e} "
          f"{error_asymptotic(n, r_a): .3e} {4*rho_model**(-2*n-1):.3e}")
print(f"Nodes for relative error {target:.0e}: {nodes_needed}")
print("Scale test, n = 12: w0 / Eh, relative error")
for factor in (0.25, 1.0, 4.0):
    print(f"{factor*best_scale:.3f} {model_error(12, factor*best_scale): .3e}")
print(f"Equal poles, matched scale: rho = {rho_formula(1.0):.6f}, "
      f"error at n = 6: {error_exact(6, 1.0):.3e}")

# ---------------- two NH3 molecules ----------------
bond, angle = 1.90, 107.0
sin_tilt = 2 / math.sqrt(3) * math.sin(math.radians(angle) / 2)
cos_tilt = math.sqrt(1 - sin_tilt**2)
atoms = [("N", (0.0, 0.0, 0.0))]
for k in range(3):
    turn = 2 * math.pi * k / 3
    atoms.append(("H", (bond * sin_tilt * math.cos(turn),
                        bond * sin_tilt * math.sin(turn), -bond * cos_tilt)))
mol = gto.M(atom=atoms, unit="Bohr", basis="aug-cc-pvdz", verbose=0)
mean_field = scf.RHF(mol)
mean_field.conv_tol = 1e-12
mean_field.conv_tol_grad = 1e-7
mean_field.kernel()
assert mean_field.converged

n_occ = mol.nelectron // 2
orb_occ = mean_field.mo_coeff[:, :n_occ]
orb_vir = mean_field.mo_coeff[:, n_occ:]
n_vir = orb_vir.shape[1]
dim = n_occ * n_vir
ovov = ao2mo.kernel(mol, [orb_occ, orb_vir, orb_occ, orb_vir],
                    compact=False).reshape(n_occ, n_vir, n_occ, n_vir)
oovv = ao2mo.kernel(mol, [orb_occ, orb_occ, orb_vir, orb_vir],
                    compact=False).reshape(n_occ, n_occ, n_vir, n_vir)
gap = (mean_field.mo_energy[None, n_occ:]
       - mean_field.mo_energy[:n_occ, None]).ravel()
direct = 2 * ovov.reshape(dim, dim)
matrix_a = (np.diag(gap) + direct
            - oovv.transpose(0, 2, 1, 3).reshape(dim, dim))
matrix_b = direct - ovov.transpose(0, 3, 2, 1).reshape(dim, dim)
plus, minus = matrix_a + matrix_b, matrix_a - matrix_b
position = mol.intor("int1e_r")
dipole = np.array([(orb_occ.T @ x @ orb_vir).ravel() for x in position])

# all response poles and their isotropic strengths
minus_values, minus_vectors = np.linalg.eigh(minus)
assert minus_values.min() > 0
root_minus = (minus_vectors * np.sqrt(minus_values)) @ minus_vectors.T
squares, vectors = np.linalg.eigh(root_minus @ plus @ root_minus)
assert squares.min() > 0
poles = np.sqrt(squares)
strengths = 4 / 3 * np.sum((dipole @ root_minus @ vectors) ** 2, axis=0)
pole_sum = poles[:, None] + poles[None, :]
ratio = strengths / poles
c6_poles = 1.5 * np.sum(ratio[:, None] * ratio[None, :] / pole_sum)

# response from linear equations, without use of the poles
inverse_minus = np.linalg.inv(minus)


def response_tensor(freq):
    solution = np.linalg.solve(plus + freq**2 * inverse_minus, dipole.T)
    return 4 * dipole @ solution


static_tensor = response_tensor(0.0)
static_alpha = np.trace(static_tensor) / 3
nh3_scale = math.sqrt(mol.nelectron / static_alpha)


def nh3_c6(n):
    freq, weight = mapped_rule(n, nh3_scale)
    alpha = np.array([np.trace(response_tensor(w)) / 3 for w in freq])
    return 3 / math.pi * np.sum(weight * alpha**2)


# independent finite-field polarisability along the molecular axis
field = 0.001
core = mean_field.get_hcore()
mean_z = []
for sign in (1, -1):
    perturbed = scf.RHF(mol)
    perturbed.conv_tol = 1e-12
    perturbed.conv_tol_grad = 1e-7
    hamiltonian = core + sign * field * position[2]
    perturbed.get_hcore = lambda *args, h=hamiltonian: h
    perturbed.kernel(dm0=mean_field.make_rdm1())
    assert perturbed.converged
    mean_z.append(np.sum(perturbed.make_rdm1() * position[2]))
finite_field = -(mean_z[0] - mean_z[1]) / (2 * field)
# remaining difference is the cubic response, quadratic in the field
assert abs(finite_field - static_tensor[2, 2]) < 0.005

# independent iterative solution for the lowest response pole
excitations = tdscf.TDHF(mean_field)
excitations.nstates = 3
excitations.verbose = 0
excitations.kernel()
lowest_iterative = float(np.min(excitations.e))
assert abs(lowest_iterative - poles.min()) < 1e-4

nh3_values = {n: nh3_c6(n) for n in (4, 6, 8, 12, 16, 24)}
assert abs(nh3_values[12] / c6_poles - 1) < 1e-4
assert abs(nh3_values[24] / c6_poles - 1) < 1e-7

hartree = physical_constants["Hartree energy"][0]
bohr = physical_constants["Bohr radius"][0]
print(f"NH3: N-H = {bond:.2f} a0, H-N-H = {angle:.1f} degrees")
print(f"NH3 RHF/aug-cc-pVDZ energy = {mean_field.e_tot:.8f} Eh")
print(f"NH3 basis functions = {mol.nao}, response poles = {dim}")
print(f"NH3 lowest pole = {poles.min():.6f} Eh; iterative "
      f"{lowest_iterative:.6f} Eh")
print(f"NH3 highest pole = {poles.max():.4f} Eh")
print(f"NH3 sum of strengths = {strengths.sum():.4f} (10 electrons)")
print(f"NH3 alpha_zz response = {static_tensor[2, 2]:.5f} a0^3")
print(f"NH3 alpha_zz finite field = {finite_field:.5f} a0^3")
print(f"NH3 isotropic alpha(0) = {static_alpha:.6f} a0^3")
print(f"NH3 map scale = {nh3_scale:.6f} Eh")
print(f"NH3-NH3 C6 from pole double sum = {c6_poles:.8f} Eh a0^6")
print(f"NH3-NH3 C6 = {c6_poles*hartree*bohr**6:.5e} J m^6")
print("NH3: n, C6 / Eh a0^6, relative error")
for n, value in nh3_values.items():
    print(f"{n:3d} {value:.8f} {1-value/c6_poles: .3e}")
print(f"NH3 effective single-pole frequency = "
      f"{4*c6_poles/(3*static_alpha**2):.6f} Eh")
print("no test failed")
```

It prints:

```
Model A: alpha = 10.0 a0^3, pole = 0.40 Eh
Model B: alpha = 5.0 a0^3, pole = 0.90 Eh
Geometric-mean scale = 0.6000 Eh; scan 0.5999 Eh
London C6 = 20.7692307692 Eh a0^6
Adaptive-integral C6 = 20.7692307692 Eh a0^6
r_A = 0.666667, r_B = 1.500000, rho = 2.347519 (no unit)
Envelope reduction per node = 5.5108 (no unit)
Phase eta = 1.851831 rad
Model: n, C6 / Eh a0^6, rel. error, asymptotic error, envelope
  2 20.5921603574  8.526e-03  9.250e-03 5.611e-02
  3 20.6893136721  3.848e-03  3.931e-03 1.018e-02
  4 20.7995920930 -1.462e-03 -1.512e-03 1.847e-03
  6 20.7702989993 -5.143e-05 -5.304e-05 6.083e-05
  8 20.7692279421  1.361e-07  1.305e-07 2.003e-06
 10 20.7692295177  6.026e-08  6.122e-08 6.596e-08
 12 20.7692307366  1.573e-09  1.600e-09 2.172e-09
Nodes for relative error 1e-06: 9
Scale test, n = 12: w0 / Eh, relative error
0.150 -2.261e-06
0.600  1.573e-09
2.400  4.973e-06
Equal poles, matched scale: rho = 2.414214, error at n = 6: 4.114e-05
NH3: N-H = 1.90 a0, H-N-H = 107.0 degrees
NH3 RHF/aug-cc-pVDZ energy = -56.20556778 Eh
NH3 basis functions = 50, response poles = 225
NH3 lowest pole = 0.272366 Eh; iterative 0.272366 Eh
NH3 highest pole = 18.3907 Eh
NH3 sum of strengths = 8.4226 (10 electrons)
NH3 alpha_zz response = 12.80118 a0^3
NH3 alpha_zz finite field = 12.80165 a0^3
NH3 isotropic alpha(0) = 12.499879 a0^3
NH3 map scale = 0.894432 Eh
NH3-NH3 C6 from pole double sum = 74.41712258 Eh a0^6
NH3-NH3 C6 = 7.12428e-78 J m^6
NH3: n, C6 / Eh a0^6, relative error
  4 74.51919420 -1.372e-03
  6 74.41959486 -3.322e-05
  8 74.41656777  7.455e-06
 12 74.41712383 -1.680e-08
 16 74.41712230  3.776e-09
 24 74.41712258  1.148e-11
NH3 effective single-pole frequency = 0.635038 Eh
no test failed
```
